# Spin-dipole and field-gradient integrals, and their contact term: a numerical check

```python
"""
Result under test (atomic units, u = r - R, basis functions held fixed):
  d2/dR_i dR_j <mu|1/|r-R||nu>
      = <mu|T_ij|nu> - (4 pi/3) delta_ij mu(R) nu(R),
  T_ij = (3 u_i u_j - delta_ij u^2)/u^5, integrated with a spherical hole.
T is the spin-dipole kernel; minus T is the traceless electric-field-gradient
kernel of an electron. "Raw" means the uncorrected second derivative.
FC = Fermi contact, SD = spin-dipole, EFG = electric field gradient.
The HD example uses full configuration interaction for two electrons.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import erf, exp1
from pyscf import gto

PI = np.pi
EYE = np.eye(3)

# ---------- kernel away from the nucleus, by symbolic algebra ----------
xyz = sp.symbols('x y z', positive=True)
dist = sp.sqrt(sum(q**2 for q in xyz))
for i in range(3):
    for j in range(3):
        kernel = (3*xyz[i]*xyz[j] - (dist**2 if i == j else 0))/dist**5
        assert sp.simplify(sp.diff(1/dist, xyz[i], xyz[j]) - kernel) == 0

# ---------- spherical quadrature grid centred on the nucleus ----------
def spherical_grid(n_rad=70, r_max=10.0, n_theta=30, n_phi=60):
    t, wt = np.polynomial.legendre.leggauss(n_rad)
    r, wr = 0.5*r_max*(t + 1), 0.5*r_max*wt
    c, wc = np.polynomial.legendre.leggauss(n_theta)
    phi = 2*PI*np.arange(n_phi)/n_phi
    s = np.sqrt(1 - c**2)
    unit = np.stack([np.outer(s, np.cos(phi)), np.outer(s, np.sin(phi)),
                     np.outer(c, np.ones(n_phi))], axis=-1).reshape(-1, 3)
    w_ang = np.repeat(wc*2*PI/n_phi, n_phi)
    points = (r[:, None, None]*unit[None]).reshape(-1, 3)
    weights = np.outer(wr*r**2, w_ang).ravel()
    return points, weights, unit, w_ang

points, weights, unit, w_ang = spherical_grid()
radius = np.linalg.norm(points, axis=1)
direction = points/radius[:, None]
T_grid = (3*direction[:, :, None]*direction[:, None, :] - EYE) \
    / radius[:, None, None]**3
surface = -np.einsum('g,gi,gj->ij', w_ang, unit, unit)
assert np.allclose(surface, -4*PI/3*EYE, atol=1e-11)

# ---------- second derivatives of nuclear-attraction integrals ----------
def attraction(mol, origin):
    with mol.with_rinv_origin(origin):
        return mol.intor('int1e_rinv')

def finite_difference(mol, origin, h):
    n = mol.nao
    out = np.zeros((3, 3, n, n))
    for i in range(3):
        for j in range(i, 3):
            a, b = h*EYE[i], h*EYE[j]
            val = (attraction(mol, origin + a + b)
                   - attraction(mol, origin + a - b)
                   - attraction(mol, origin - a + b)
                   + attraction(mol, origin - a - b))/(4*h*h)
            out[i, j] = out[j, i] = val
    return out

def derivative_integrals(mol, origin):
    """Derivatives moved onto the product of the two basis functions."""
    n = mol.nao
    with mol.with_rinv_origin(origin):
        both_bra = mol.intor('int1e_ipiprinv', comp=9).reshape(3, 3, n, n)
        one_each = mol.intor('int1e_iprinvip', comp=9).reshape(3, 3, n, n)
    half = both_bra + one_each
    return half + half.transpose(0, 1, 3, 2)

def contact_integrals(mol, origin):
    value = mol.eval_gto('GTOval_sph', np.array([origin]))[0]
    return np.outer(value, value)

def remove_trace(raw):
    trace = np.einsum('iimn->mn', raw)
    return raw - np.einsum('ij,mn->ijmn', EYE, trace)/3

test_basis = [[0, [0.9, 1.0]], [1, [0.7, 1.0]], [2, [0.8, 1.0]]]
test_mol = gto.M(atom=[['H', (0, 0, 0)], ['H', (0.5, 0.7, 1.1)]],
                 unit='Bohr', basis={'H': test_basis}, verbose=0)
origin = np.zeros(3)
ao = test_mol.eval_gto('GTOval_sph', points)
T_quad = np.zeros((3, 3, test_mol.nao, test_mol.nao))
for i in range(3):
    for j in range(3):
        T_quad[i, j] = ao.T @ ((weights*T_grid[:, i, j])[:, None]*ao)
step = 0.005
raw_fd = (4*finite_difference(test_mol, origin, step)
          - finite_difference(test_mol, origin, 2*step))/3
delta_test = contact_integrals(test_mol, origin)
contact_term = 4*PI/3*np.einsum('ij,mn->ijmn', EYE, delta_test)
raw_test = derivative_integrals(test_mol, origin)
err_law = np.abs(raw_fd - (T_quad - contact_term)).max()
err_move = np.abs(raw_fd - raw_test).max()
err_trace = np.abs(remove_trace(raw_test) - T_quad).max()
err_without = np.abs(raw_fd - T_quad).max()
assert err_law < 1e-5 and err_move < 1e-5 and err_trace < 1e-7
assert err_without > 0.1

# ---------- magnetic field: curl integrated by parts ----------
centre, expo = np.array([0.3, -0.4, 0.5]), 0.8
shift = points - centre
f = np.exp(-expo*np.sum(shift**2, axis=1))
grad_f = -2*expo*shift*f[:, None]
f_nucleus = np.exp(-expo*centre @ centre)
field = np.zeros((3, 3))
for j in range(3):
    A = np.cross(EYE[j], points)/radius[:, None]**3
    field[:, j] = -weights @ np.cross(grad_f, A)
T_f = np.einsum('g,gij->ij', weights*f, T_grid)
fc_factor = np.trace(field - T_f)/(3*f_nucleus)
assert np.allclose(field, T_f + 8*PI/3*f_nucleus*EYE, atol=1e-7)

# ---------- shape of the excluded hole (prolate, axis ratio 2) ----------
def hole_radius(c):
    return 1/np.sqrt(1 - c*c + c*c/4)

hole_eps = 1e-3
hole_direct = 2*PI*quad(lambda c: (3*c*c - 1)*0.5
                        * exp1((hole_eps*hole_radius(c))**2), -1, 1)[0]
hole_limit = -2*PI*quad(lambda c: (3*c*c - 1)
                        * np.log(hole_radius(c)), -1, 1)[0]
assert abs(hole_direct - hole_limit) < 1e-4 and abs(hole_limit) > 0.1

# ---------- one s Gaussian at distance d on the z axis ----------
alpha_s, d = 1.0, 1.0
p = 2*alpha_s
x = np.sqrt(p)*d
rho_s = (p/PI)**1.5*np.exp(-x*x)
T_zz_s = 2/d**3*(erf(x) - 2/np.sqrt(PI)*(x + 2*x**3/3)*np.exp(-x*x))
density_s = (p/PI)**1.5*np.exp(
    -p*np.sum((points - np.array([0, 0, d]))**2, axis=1))
T_s = np.einsum('g,gij->ij', weights*density_s, T_grid)
assert np.allclose(T_s, T_zz_s*np.diag([-0.5, -0.5, 1]), atol=1e-8)
s_mol = gto.M(atom=[['H', (0, 0, d)]], unit='Bohr', spin=1,
              basis={'H': [[0, [alpha_s, 1.0]]]}, verbose=0)
raw_s = derivative_integrals(s_mol, origin)[:, :, 0, 0]
assert np.allclose(raw_s, T_s - 4*PI/3*rho_s*EYE, atol=1e-8)

# ---------- HD: full configuration interaction ----------
bond = 1.40
tight_s = 225.0
primitives = {(0, tight_s)}
for shell in gto.basis.load('cc-pvtz', 'H'):
    for row in shell[1:]:
        primitives.add((shell[0], float(row[0])))
hd_basis = [[l, [e, 1.0]] for l, e in sorted(primitives)]
mol = gto.M(atom=[['H', (0, 0, 0)], ['H', (0, 0, bond)]], unit='Bohr',
            basis={'H': hd_basis}, verbose=0)
n = mol.nao
s_val, s_vec = np.linalg.eigh(mol.intor('int1e_ovlp'))
assert s_val[0] > 1e-6
X = (s_vec/np.sqrt(s_val)) @ s_vec.T

def to_orthonormal(op):
    return X.T @ op @ X

h1 = to_orthonormal(mol.intor('int1e_kin') + mol.intor('int1e_nuc'))
eri = mol.intor('int2e').reshape(n, n, n, n)
for _ in range(4):
    eri = np.tensordot(eri, X, axes=([0], [0]))
one = np.eye(n)
H = np.kron(h1, one) + np.kron(one, h1) \
    + eri.transpose(0, 2, 1, 3).reshape(n*n, n*n)
e_val, e_vec = eigh(H, subset_by_index=[0, 0])
E0, C = e_val[0], e_vec[:, 0].reshape(n, n)
assert np.allclose(C, C.T, atol=1e-7)
C = 0.5*(C + C.T)

nuclei = mol.atom_coords()
raw = [to_orthonormal(derivative_integrals(mol, R)) for R in nuclei]
delta = [to_orthonormal(contact_integrals(mol, R)) for R in nuclei]
SD = [remove_trace(D) for D in raw]
FC = [8*PI/3*np.einsum('ij,mn->ijmn', EYE, q) for q in delta]

# EFG at the first nucleus
gamma = 2*C @ C.T
raw_mean = np.einsum('ijmn,mn->ij', raw[0], gamma)
T_mean = np.einsum('ijmn,mn->ij', SD[0], gamma)
rho_nuc = np.sum(delta[0]*gamma)
assert abs(np.trace(raw_mean) + 4*PI*rho_nuc) < 1e-6
efg_electron = -T_mean[2, 2]
efg_nuclear = 2/bond**3
efg_total = efg_electron + efg_nuclear

# response of the singlet through the antisymmetric (triplet) space
P, Q = np.triu_indices(n, 1)
pq, qp = P*n + Q, Q*n + P
H_triplet = H[np.ix_(pq, pq)] - H[np.ix_(pq, qp)]
gap = eigh(H_triplet, eigvals_only=True, subset_by_index=[0, 0])[0] - E0
assert gap > 0

def source(op):
    spatial = 0.5*(op @ C - C @ op)
    return np.sqrt(2)*spatial[P, Q]

def sources(ops):
    return np.array([source(ops[i, j]) for i in range(3) for j in range(3)])

inverse = np.linalg.inv(H_triplet - E0*np.eye(len(P)))

def isotropic(ops_K, ops_L):
    """One third of the trace of the mixed second energy derivative."""
    return -2*np.sum(sources(ops_K)*(sources(ops_L) @ inverse))/3

pc = constants.physical_constants
alpha = constants.fine_structure
g_e = abs(pc['electron g factor'][0])
g_p, g_d = pc['proton g factor'][0], pc['deuteron g factor'][0]
mu_N = 0.5*constants.m_e/constants.m_p
to_hz = (alpha**2*g_e/2)**2*g_p*g_d*mu_N**2 \
    * pc['hartree-hertz relationship'][0]

J_FC = to_hz*isotropic(FC[0], FC[1])
J_SD = to_hz*isotropic(SD[0], SD[1])
J_cross = to_hz*(isotropic(FC[0], SD[1]) + isotropic(SD[0], FC[1]))
J_right = to_hz*isotropic(FC[0] + SD[0], FC[1] + SD[1])
J_raw = to_hz*isotropic(raw[0], raw[1])
J_wrong = to_hz*isotropic(FC[0] + raw[0], FC[1] + raw[1])
assert abs(J_cross) < 1e-6
assert abs(J_right - J_FC - J_SD) < 1e-6
assert abs(J_raw - J_SD - J_FC/4) < 1e-5
assert abs(J_wrong - J_SD - J_FC/4) < 1e-5

# finite-field check of the response for the zz component
F_A, F_B = [FC[k][2, 2] + SD[k][2, 2] for k in (0, 1)]
response_zz = -2*source(F_A) @ inverse @ source(F_B)
lam = 1e-4
curvature = []
for sign in (1, -1):
    F = F_A + sign*F_B
    V = 0.5*(np.kron(F, one) - np.kron(one, F))
    E = eigh(H + lam*V, eigvals_only=True, subset_by_index=[0, 0])[0]
    curvature.append(2*(E - E0)/lam**2)
finite_zz = (curvature[0] - curvature[1])/4
assert abs(finite_zz/response_zz - 1) < 5e-3

# ---------- printed results ----------
print('TEST OF THE INTEGRAL IDENTITY (s, p, d functions, two centres)')
print(f'number of basis functions: {test_mol.nao}')
print(f'largest error with contact term: {err_law:.1e} a.u.')
print(f'largest error without contact term: {err_without:.4f} a.u.')
print(f'largest error, trace removal vs quadrature: {err_trace:.1e} a.u.')
print(f'contact coefficient 4 pi/3: {4*PI/3:.6f}')
print(f'Fermi-contact factor from curl of A: {fc_factor:.6f}')
print(f'8 pi/3: {8*PI/3:.6f}')
print(f'T_zz of exp(-u^2), prolate hole ratio 2: {hole_limit:.5f} a.u.')
print('ONE S GAUSSIAN')
print(f'exponent: {alpha_s:.2f} bohr^-2')
print(f'distance from nucleus: {d:.2f} bohr')
print(f'density at nucleus: {rho_s:.6f} bohr^-3')
print(f'raw derivative xx: {raw_s[0, 0]:.6f} a.u.')
print(f'raw derivative zz: {raw_s[2, 2]:.6f} a.u.')
print(f'trace of raw derivatives: {np.trace(raw_s):.6f} a.u.')
print(f'contact correction (4 pi/3) density: {4*PI/3*rho_s:.6f} a.u.')
print(f'traceless integral T_xx: {T_s[0, 0]:.6f} a.u.')
print(f'traceless integral T_zz: {T_s[2, 2]:.6f} a.u.')
print('HD, FULL CONFIGURATION INTERACTION')
print(f'bond length: {bond:.2f} bohr')
print(f'added tight s exponent: {tight_s:.1f} bohr^-2')
print(f'number of basis functions: {n}')
print(f'total energy: {E0 + 1/bond:.6f} hartree')
print(f'lowest triplet excitation: {gap:.5f} hartree')
print(f'electron density at first nucleus: {rho_nuc:.5f} bohr^-3')
print(f'mean raw derivative xx: {raw_mean[0, 0]:.5f} a.u.')
print(f'mean raw derivative zz: {raw_mean[2, 2]:.5f} a.u.')
print(f'mean T_xx: {T_mean[0, 0]:.5f} a.u.')
print(f'mean T_zz: {T_mean[2, 2]:.5f} a.u.')
print(f'electronic EFG zz: {efg_electron:.5f} a.u.')
print(f'EFG zz from other nucleus: {efg_nuclear:.5f} a.u.')
print(f'total EFG zz: {efg_total:.5f} a.u.')
print(f'proton g factor: {g_p:.6f}')
print(f'deuteron g factor: {g_d:.6f}')
print(f'coupling conversion factor: {to_hz:.5f} Hz per a.u.')
print(f'J(HD), FC part: {J_FC:.3f} Hz')
print(f'J(HD), SD part: {J_SD:.3f} Hz')
print(f'J(HD), FC + SD: {J_right:.3f} Hz')
print(f'false SD part from raw derivatives: {J_raw:.3f} Hz')
print(f'one quarter of FC part: {J_FC/4:.3f} Hz')
print(f'false total, full FC plus raw operator: {J_wrong:.3f} Hz')
print(f'finite-field / response, zz component: {finite_zz/response_zz:.5f}')
print('success')
```

It prints:

```
TEST OF THE INTEGRAL IDENTITY (s, p, d functions, two centres)
number of basis functions: 18
largest error with contact term: 4.4e-08 a.u.
largest error without contact term: 1.8167 a.u.
largest error, trace removal vs quadrature: 2.1e-13 a.u.
contact coefficient 4 pi/3: 4.188790
Fermi-contact factor from curl of A: 8.377580
8 pi/3: 8.377580
T_zz of exp(-u^2), prolate hole ratio 2: -2.00772 a.u.
ONE S GAUSSIAN
exponent: 1.00 bohr^-2
distance from nucleus: 1.00 bohr
density at nucleus: 0.068743 bohr^-3
raw derivative xx: -0.738536 a.u.
raw derivative zz: 0.613216 a.u.
trace of raw derivatives: -0.863855 a.u.
contact correction (4 pi/3) density: 0.287952 a.u.
traceless integral T_xx: -0.450584 a.u.
traceless integral T_zz: 0.901168 a.u.
HD, FULL CONFIGURATION INTERACTION
bond length: 1.40 bohr
added tight s exponent: 225.0 bohr^-2
number of basis functions: 34
total energy: -1.172872 hartree
lowest triplet excitation: 0.39325 hartree
electron density at first nucleus: 0.44046 bohr^-3
mean raw derivative xx: -2.03682 a.u.
mean raw derivative zz: -1.46139 a.u.
mean T_xx: -0.19181 a.u.
mean T_zz: 0.38362 a.u.
electronic EFG zz: -0.38362 a.u.
EFG zz from other nucleus: 0.72886 a.u.
total EFG zz: 0.34524 a.u.
proton g factor: 5.585695
deuteron g factor: 0.857438
coupling conversion factor: 6.64164 Hz per a.u.
J(HD), FC part: 37.048 Hz
J(HD), SD part: 0.498 Hz
J(HD), FC + SD: 37.545 Hz
false SD part from raw derivatives: 9.760 Hz
one quarter of FC part: 9.262 Hz
false total, full FC plus raw operator: 9.760 Hz
finite-field / response, zz component: 1.00003
success
```
